# Edge-dislocation strain scattering and its dependence on Burgers-vector orientation

## What the usual relaxation time misses

Suppose that electrons in a channel are scattered by parallel edge dislocations whose Burgers vectors all lie along one axis, with both signs equally common. The familiar recipe fixes the incident direction and integrates the scattering probability with the weight \(1-\cos\theta\). For the unscreened strain field treated here, the result is the same for every incident direction, so it predicts an isotropic mobility. For the same unscreened field, the Boltzmann equation gives a mobility about 3.5 times larger along the Burgers vector than across it.

The recipe fails because it keeps the momentum lost along the incident direction and discards the part transferred sideways. For an anisotropic scatterer the sideways part need not average to zero at fixed incidence, and here it carries the whole orientation dependence.

Two derivations follow. Each starts from elasticity and ends at the same lowest-order relaxation rates. The second also continues to the full solution.

## Model and result

The dislocation line lies along \(z\), and electrons of mass \(m\) move in the \(xy\) plane in one isotropic \(\Gamma\)-type subband. The crystal is elastically isotropic, with Lamé constants \(\lambda,\mu\) and Poisson ratio \(\nu\). The Burgers vector, of length \(b\), makes the angle \(\beta\) with the line. Its edge part \(b_e=b\sin\beta\) points along \(x\); its screw part is \(b\cos\beta\) along \(z\). The electron energy shifts by \(V=a_c\Delta\), where \(\Delta=\nabla\cdot\mathbf u\) is the dilatation. Atomic units are used in the algebra, and

\[
\eta=\frac{2\mu}{\lambda+2\mu}=\frac{1-2\nu}{1-\nu},\qquad C=|a_c|\,\eta\, b_e .
\]

Let \(\alpha\) be the angle from \(\mathbf b_e\) to \(\mathbf q=\mathbf k'-\mathbf k\), and let \(N\) be the number of lines per area. The results to be derived are

\[
|V(\mathbf q)|^2=\frac{C^2\sin^2\alpha}{q^2},\qquad
\frac1{\tau_0}=\frac{NmC^2}{4k^2},\qquad
\frac1{\tau_\parallel}=\frac1{2\tau_0},\quad \frac1{\tau_\perp}=\frac3{2\tau_0}.
\]

The last two are the relaxation rates of momentum along and across \(\mathbf b_e\), at lowest order in the distortion of the distribution.

The screw part has \(\mathbf u=(0,0,u_z(x,y))\), so its dilatation is zero. Hence \(C\propto\sin\beta\), and every rate scales as \(\sin^2\beta\).

## First derivation: slip source and momentum balance

**Elastic field.** Make the dislocation by slipping the material above \(y=0\) by \(b_e\) along \(x\), for \(x<0\). The displacement gradient \(\partial_yu_x\) then contains the plastic part \(p=b_e\,\theta(-x)\,\delta(y)\), with \(\theta\) the unit step. This part carries no stress. The plastic strain is \(\varepsilon^p_{xy}=p/2\), and its trace is zero. Equilibrium of the stress reads

\[
(\lambda+\mu)\,\partial_i\Delta+\mu\nabla^2u_i=2\mu\,\partial_j\varepsilon^p_{ij}.
\]

Take the divergence. The left side becomes \((\lambda+2\mu)\nabla^2\Delta\). On the right, the \(xy\) and \(yx\) terms add to \(2\mu\,\partial_x\partial_yp\). Since \(\partial_xp=-b_e\delta(x)\delta(y)\),

\[
\nabla^2\Delta=-\eta b_e\,\partial_y\delta^2(\mathbf r).
\]

With \(V(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}V(\mathbf r)\), each derivative becomes \(i\mathbf q\), and

\[
-q^2\Delta(\mathbf q)=-i\eta b_eq_y
\quad\Rightarrow\quad
\Delta(\mathbf q)=\frac{i\eta b_e\sin\alpha}{q}.
\]

This gives the stated \(|V|^2\). Wave vectors across \(\mathbf b_e\) dominate, so the dislocation mainly transfers momentum across its Burgers vector.

**Collision rate.** Let the lines be at random positions, so that their intensities add. The golden rule and \(\int k'dk'\,\delta(E-E')=m\) give

\[
2\pi N\int\frac{d^2k'}{(2\pi)^2}|V|^2\delta(E-E')(\cdots)
=\frac{Nm}{2\pi}\int d\phi'\,|V|^2(\cdots).
\]

Write the distribution as \(f=f_0+(-\partial f_0/\partial E)\,g\). Collisions remove \(g\) at the rate \((Nm/2\pi)\int d\phi'|V|^2(g-g')\).

**Momentum balance.** Assume a drifted circle, \(g=k_iu_i\), for one axis \(i\). Multiply the collision rate by \(k_i\) and average over \(\phi\). Because \(|V|^2\) is unchanged when \(\mathbf k\) and \(\mathbf k'\) are exchanged, half the sum of the two forms may be used:

\[
\langle k_i(k_i-k_i')\rangle\to\tfrac12\langle(k_i-k_i')^2\rangle=\tfrac12\langle q_i^2\rangle .
\]

Dividing by \(\langle k_i^2\rangle=k^2/2\), with \(n_i=q_i/q\),

\[
\frac1{\tau_i}=\frac{Nm}{k^2}\big\langle|V|^2q_i^2\big\rangle
=\frac{NmC^2}{k^2}\langle\sin^2\alpha\;n_i^2\rangle
=\frac{4}{\tau_0}\langle\sin^2\alpha\;n_i^2\rangle .
\]

On the energy circle \(q=2k|\sin(\theta/2)|\), where \(\theta=\phi'-\phi\), and up to a reversal of \(\mathbf q\) one has \(\alpha=(\phi+\phi')/2+\pi/2\). At fixed \(\theta\), \(\alpha\) is uniformly distributed. The averages are \(\langle\sin^2\alpha\cos^2\alpha\rangle=1/8\) along \(\mathbf b_e\) and \(\langle\sin^4\alpha\rangle=3/8\) across it. These give \(1/2\) and \(3/2\). The cross term \(\langle\sin^3\alpha\cos\alpha\rangle\) vanishes, so \(x\) and \(y\) are the principal axes.

Isotropic static screening multiplies \(|V|^2\) by a function of \(q\), hence of \(\theta\) alone. It factors out of the average over \(\alpha\), so the lowest-order ratio stays 3.

**Mixed orientations.** Let a fraction \(f\) of the lines have \(\mathbf b_e\) along \(x\) and the rest along \(y\), and set \(P=2f-1\). The rate for \(x\) momentum is \([f/2+3(1-f)/2]/\tau_0=(1-P/2)/\tau_0\); for \(y\) it is \((1+P/2)/\tau_0\). Reversing a Burgers vector changes the sign of \(V\) and leaves the rates alone. Both signs are taken as equally common on each axis, because randomly placed lines of one sign would build up a macroscopic strain.

## Second derivation: real-space field and angular harmonics

**Elastic field.** Now use only the region outside the core, where no source acts. Let \(\omega=\tfrac12(\partial_xu_y-\partial_yu_x)\). The equilibrium equations can be written

\[
(\lambda+2\mu)\partial_x\Delta=2\mu\,\partial_y\omega,\qquad
(\lambda+2\mu)\partial_y\Delta=-2\mu\,\partial_x\omega .
\]

These are the Cauchy–Riemann conditions, so \(h=(\lambda+2\mu)\Delta+2i\mu\omega\) is an analytic function of \(z=x+iy\) (in this section \(z\) is this complex number). The far field has no length scale except \(b_e\), to which it is proportional, so strain falls as \(1/r\) and \(h=A/z\).

Let \(D=u_x+iu_y\). Then \(\partial_zD=\tfrac12\Delta+i\omega=Rh+S\bar h\), with

\[
R=\frac{\lambda+3\mu}{4\mu(\lambda+2\mu)},\qquad
S=-\frac{\lambda+\mu}{4\mu(\lambda+2\mu)} .
\]

Integration gives \(D=RA\ln z+S\bar A\,z/\bar z+G\ln\bar z\). Two conditions fix \(A\) and \(G\).

First, a dislocation exerts no net force. With \(n=e^{i\theta}\) the normal of a circle, the complex traction is \((\lambda+\mu)\Delta\,n+2\mu(\partial_{\bar z}D)\,\bar n\). Its integral round the circle is

\[
2\pi\left[\frac{(\lambda+\mu)A}{2(\lambda+2\mu)}+2\mu G\right]=0
\quad\Rightarrow\quad G=SA .
\]

Second, one counterclockwise circuit must raise \(D\) by \(b_e\). Since \(\ln z\) gains \(2\pi i\) and \(\ln\bar z\) loses it, \(2\pi i(R-S)A=b_e\). Here \(R-S=1/(2\mu)\), so \(A=-i\mu b_e/\pi\) and

\[
\Delta(\mathbf r)=\frac{\operatorname{Re}(A/z)}{\lambda+2\mu}
=-\frac{\eta b_e}{2\pi}\frac{y}{r^2}.
\]

The side \(y>0\), which holds the extra half-plane, is compressed.

For the transform, put \(\theta=\alpha+\theta'\), where \(\theta\) is now the polar angle of \(\mathbf r\). The part odd in \(\theta'\) drops, and \(\int_0^{2\pi}\cos\theta'\,e^{-iqr\cos\theta'}d\theta'=-2\pi iJ_1(qr)\). With \(\int_0^\infty J_1(qr)\,dr=1/q\), this gives \(\Delta(\mathbf q)=i\eta b_e\sin\alpha/q\), as before.

**Collision operator.** On the energy circle \(\sin^2\alpha=\tfrac12[1+\cos(\phi+\phi')]\) and \(q^2=2k^2(1-\cos\theta)\). In units of \(1/\tau_0\), the collision operator is

\[
Lg=\mathrm{PV}\!\int\frac{d\phi'}{2\pi}\,
\frac{1+\cos(\phi+\phi')}{1-\cos(\phi-\phi')}\,[g(\phi)-g(\phi')].
\]

The principal value is the limit of weak screening: a screening factor even in \(\theta\) cancels the odd singular part near \(\theta=0\). If \([g-g']\) is replaced by \(1-\cos\theta\), the denominator cancels and the integral is 1 for every \(\phi\). This is the isotropic answer of the opening recipe.

Define \(I_m=\int\frac{d\theta}{2\pi}\frac{1-\cos m\theta}{1-\cos\theta}\). The identity

\[
2\cos m\theta-\cos(m+1)\theta-\cos(m-1)\theta=2\cos m\theta\,(1-\cos\theta)
\]

gives \(I_{m+1}-2I_m+I_{m-1}=0\) for \(m\ge1\). With \(I_0=0\) and \(I_1=1\), \(I_m=|m|\). Now let \(L\) act on \(e^{im\phi}\). The 1 in the numerator gives \(I_m\). The term \(\tfrac12e^{i(\phi+\phi')}\) gives \(\tfrac12e^{i(m+2)\phi}(I_{m+1}-I_1)\), and its conjugate gives the mirror term:

\[
Le^{im\phi}=|m|e^{im\phi}+\tfrac12(|m+1|-1)e^{i(m+2)\phi}+\tfrac12(|m-1|-1)e^{i(m-2)\phi}.
\]

The real and imaginary parts for \(m=1\) are

\[
L\cos\phi=\tfrac12\cos\phi+\tfrac12\cos3\phi,\qquad
L\sin\phi=\tfrac32\sin\phi+\tfrac12\sin3\phi .
\]

Keeping the first harmonic alone reproduces \(1/2\) and \(3/2\). The third harmonics show that the drifted circle is not a solution.

For balanced orientations, \(f=1/2\), the \(\cos(\phi+\phi')\) terms of the two populations cancel. Then \(L\cos\phi=\cos\phi\), and \(\tau_0\) is the full relaxation time in both directions.

## The full unscreened solution

For a field along \(\mathbf b_e\), solve \(Lg=\cos\phi\) with \(g=\sum_j(-1)^jc_j\cos(2j+1)\phi\). The current depends on the first harmonic, so \(\tau_\parallel=c_0\tau_0\). For a field across \(\mathbf b_e\), replace cosines by sines; then \(\tau_\perp=c_0\tau_0\). For \(m=2j+1\ge3\), both cases give

\[
m\,c_{j+1}-2m\,c_j+(m-2)\,c_{j-1}=0 .
\]

The first harmonic gives \(c_0-c_1=2\) for cosines and \(3c_0-c_1=2\) for sines.

Let \(F(x)=\sum_jc_jx^{2j+1}\), with \(x\) now an auxiliary variable. Multiplying the recurrence by \(x^{m+2}\) and summing gives

\[
(1-x^2)^2xF'-2F=-x(c_0+\kappa x^2),\qquad \kappa=2c_0-c_1 .
\]

Thus \(\kappa=c_0+2\) for cosines and \(2-c_0\) for sines. A solution without the right side is \(H=\frac{x^2}{1-x^2}e^{1/(1-x^2)}\). Put \(F=Hw\). Since \(H\) diverges at \(x=1\), and a summable series needs a finite \(F(1)=\sum_jc_j\), \(w(1)=0\):

\[
w(x)=\int_x^1\frac{c_0+\kappa s^2}{s^2(1-s^2)}\,e^{-1/(1-s^2)}\,ds .
\]

Near \(x=0\), \(w=c_0/(ex)+w_0+O(x)\), so \(F=c_0x+e\,w_0x^2+\dots\). But \(F\) is odd, hence \(w_0=0\): the finite part of the integral from 0 to 1 vanishes.

Substitute \(s^2=t/(1+t)\). Apart from a common factor \(e^{-1}\), the condition is \(c_0\mathcal A+\kappa\mathcal B=0\), with

\[
\mathcal A=\tfrac12\,\mathrm{FP}\!\int_0^\infty\! t^{-3/2}(1+t)^{1/2}e^{-t}dt,\qquad
\mathcal B=\tfrac12\int_0^\infty\!\frac{e^{-t}dt}{\sqrt{t(1+t)}} .
\]

The change of variable adds no constant, because \(1/s=t^{-1/2}+O(t^{1/2})\). Integrate \(\mathcal A\) by parts, dropping the divergent boundary term:

\[
\mathcal A=\int_0^\infty\frac{e^{-t}}{\sqrt{t(1+t)}}\left[\tfrac12-(1+t)\right]dt .
\]

With \(t=\tfrac12(\cosh v-1)\), \(dt/\sqrt{t(1+t)}=dv\), and the bracket is \(-\tfrac12\cosh v\). The integral forms of the modified Bessel functions at argument \(1/2\) then give \(\mathcal A=-\tfrac12e^{1/2}K_1\) and \(\mathcal B=\tfrac12e^{1/2}K_0\). Therefore \(c_0K_1=\kappa K_0\), and

\[
\frac{\tau_\parallel}{\tau_0}=\frac{2K_0}{K_1-K_0},\qquad
\frac{\tau_\perp}{\tau_0}=\frac{2K_0}{K_1+K_0}.
\]

With \(K_0=0.92442\) and \(K_1=1.65644\), these are 2.526 and 0.716, with ratio 3.526. A direct solution on an angular grid, built from \(|V(\mathbf q)|^2\), gives the same two times to the five decimals printed.

Both times exceed their lowest-order values, 2 and 2/3. This follows from the Cauchy–Schwarz inequality for the symmetric, non-negative operator \(L\), which makes the drifted-circle time a lower bound. With 75% of the Burgers vectors along \(x\), the full ratio is 1.69 and the lowest-order one 1.67.

In the opposite limit, strong screening by a thin electron sheet multiplies \(V(\mathbf q)\) by a factor proportional to \(q\), so \(|V|^2\propto\sin^2\alpha\) without the factor \(1/q^2\). The kernel is then proportional to \(1+\cos(\phi+\phi')\), which couples \(\cos\phi\) and \(\sin\phi\) to themselves alone. The drifted circle becomes a solution, and the full ratio returns to 3.

## What each derivation assumes

Both use linear isotropic elasticity, the Born approximation, independent parallel lines and an isotropic band.

The first places a slip source on a cut and never needs the displacement. Its transport step assumes a drifted circle. In return it holds for any isotropic screening, and its average over \(\alpha\) also accepts another angular form of the strain.

The second uses the source-free field, with zero net force, a prescribed circuit and no length scale outside the core. Its transport step makes no assumption about the shape of the distribution on the energy circle, but the closed form relies on the unscreened \(1/q^2\) law.

## A metamorphic InAs channel

Take the following assumed inputs, chosen to resemble InAs: \(|a_c|=5\) eV, lattice constant 6.06 Å, Fermi-level mass \(0.04\,m_e\), \(2\times10^{12}\) electrons per cm², and \(10^9\) threading lines per cm². The lines run along [001] with \(\mathbf b=\tfrac12\langle101\rangle\) and \(b=4.285\) Å. Since \(\beta=45^\circ\), \(b_e=3.030\) Å, along a cube axis. The strain-scattering rate is half that of a pure edge line with the same \(b\). This geometry is an idealisation: line and Burgers vector span a \(\{010\}\) plane, whereas real threading segments often lie inclined in \(\{111\}\) glide planes, a case the model does not cover.

Direction-averaged elastic constants (\(c_{11},c_{12},c_{44}=83,45,40\) GPa) give

\[
\eta=\frac{2(c_{11}-c_{12}+3c_{44})}{3c_{11}+2c_{12}+4c_{44}}=\frac{316}{499}=0.633,
\]

so \(C=5\times0.633\times3.030=9.59\) eV Å. For a parabolic band with this mass, the Fermi energy is \(E_F=0.1197\) eV. Since \(k^2=2mE_F\), and \(N=10^{-7}\) Å\(^{-2}\),

\[
\frac{\hbar}{\tau_0}=\frac{NC^2}{8E_F}
=\frac{10^{-7}\times9.594^2}{8\times0.1197}\ \text{eV}
=9.6\times10^{-6}\ \text{eV}.
\]

Hence \(\tau_0=68\) ps. The unscreened strain-limited mobility \(e\tau/m\) is \(3.0\times10^6\) cm²/Vs for balanced orientations. If all \(\mathbf b_e\) lie along one axis, it is \(7.6\times10^6\) along that axis and \(2.2\times10^6\) across it.

These values are far above the rough 20000 cm²/Vs taken for the whole channel at 300 K. At fixed electron density, balanced, unscreened strain scattering alone would reach that mobility at about \(1.5\times10^{11}\) lines per cm². In this model the orientation effect is therefore a small part of the total resistance at \(10^9\) cm\(^{-2}\).

The neglected effects have these sizes for the same channel:

- **Screening.** A thin electron sheet multiplies \(V(\mathbf q)\) by \(q/(q+q_s)\), with \(q_s=0.0101\) Å\(^{-1}\). The times rise to \(3.68\,\tau_0\) and \(1.14\,\tau_0\), and their ratio is 3.22. A well of finite width screens less.
- **Cubic elasticity.** The lowest-order rates become 0.57 and 1.25 in units of \(1/\tau_0\). Their ratio is 2.2 instead of 3.
- **Born approximation.** A path along \(\mathbf b_e\) collects the phase \(\pm C/(2\hbar v)=\pm0.71\) rad, with the sign set by the side on which it passes. The small-angle amplitude of such a phase step \(\delta\) is proportional to \(\sin\delta\), where Born has \(\delta\). For incidence along \(\mathbf b_e\), the small-angle intensity is thus 0.84 of the Born value. This factor is not the correction to the mobility, which also depends on scattering through larger angles. Solving the scattering problem beyond Born lengthens the times by only 1 to 7% and lowers their ratio by about 3%.
- **Temperature.** For a constant mass and no screening, \(\tau\propto E\), and thermal smearing at 300 K and fixed density raises the mobility by 15%.
- **Band mixing.** If the potential is assumed to act equally on the s-type and p-type parts of the state, a two-band estimate with p-type weight \(w_p=0.175\) multiplies the scattering amplitude by \(1-w_p(1-\cos\theta)\). This reduces the balanced rate to 0.70 of its value.
- **Piezoelectric field.** The shear strain of the screw part creates bound charge. With screening in both, its rate is 0.16 of the balanced strain-scattering rate.
- **Core charge.** In the Born approximation, with thin-sheet screening of both, a charge of 0.09 electron per lattice constant of line scatters as strongly as the balanced strain. This scattering does not depend on the direction of \(\mathbf b_e\), so at equal balanced rates, and with the piezoelectric field left out, it lowers the lowest-order ratio from 3 to \((3/2+1)/(1/2+1)=5/3\). The Born rate grows as the square of the charge. That law is already only a rough guide at these charges, and the rate depends on the sign. At 0.09 electron it lies about 27% above Born for a repulsive line and 17% below for an attractive one; at 0.05 electron the shifts are +14% and −10%.

Real threading lines may carry charge. At 0.1 electron per lattice constant or more, the charge would cut the balanced dislocation-limited mobility to about half or less, a larger change than any other effect in this list. A measured anisotropy could be assigned to this mechanism only if the edge parts are known to favour one axis, the size fits the line density, and other anisotropic scattering is excluded. In the channel above, with 20000 cm²/Vs set by isotropic scattering, the model gives less than 1% at \(10^9\) lines per cm². The numerical output below lists the values used.

## Calculated quantities

```
K0(1/2), K1(1/2) = 0.92442, 1.65644
tau_par/tau0: closed form 2.52566, grid 2.52566
tau_perp/tau0: closed form 0.71637, grid 0.71637
lowest-order tau_par, tau_perp = 2.0000, 0.6667 tau0
exact ratio par/perp = 3.5257
ratio, strong screening = 3.0000
75% of b_e along x: ratio exact 1.6865, lowest order 1.6667
input a_c magnitude = 5.0 eV
input lattice constant = 6.06 A
input C11, C12, C44 = 83, 45, 40 GPa
input mass at Fermi level, band edge = 0.04, 0.026 m_e
input permittivity = 15, e14 = 0.045 C/m^2
input electron density = 2.0e+12 cm^-2
input dislocation density = 1.0e+09 cm^-2
input temperature = 300 K
input reference mobility = 20000 cm2/Vs
Burgers length b, edge part b_e = 4.285, 3.030 A
averaged Poisson ratio = 0.2683, eta = 0.6333
strength C = 9.594 eV A
k_F = 0.03545 1/A, E_F = 0.1197 eV
hbar v_F = 6.753 eV A
hbar/tau0 = 9.612e-06 eV, tau0 = 68.47 ps
mobility, balanced b_e = 3.011e+06 cm2/Vs
mobility along b_e = 7.604e+06 cm2/Vs
mobility across b_e = 2.157e+06 cm2/Vs
balanced line density matching reference = 1.51e+11 cm^-2
screening wave number = 0.01008 1/A
screened tau_par, tau_perp = 3.678, 1.141 tau0
screened ratio = 3.224
cubic elasticity: lowest-order rates par, perp = 0.569, 1.247 /tau0
cubic elasticity: lowest-order ratio = 2.190
eikonal phase C/(2 hbar v) = 0.710 rad
eikonal/Born small-angle intensity = 0.843
thermal factor on mobility = 1.148
two-band p weight = 0.175, rate factor = 0.696
piezo (screw part) rate / strain rate = 0.163
core occupancy for equal charge scattering = 0.0904 e/site
```
